# Recovering a real wavevector from tunnelling oscillations beneath exponential decay: a numerical check

```python
"""Transmission through a barrier whose evanescent states are exp((+-i q - kappa) z).

Result under test, for N layers (q, kappa per layer, one channel in each lead):
    T_N = F exp(-2 kappa N) sin^2(q (N + 1) - delta),
so the period in thickness is pi/q, and q follows from the thickness data.
Barrier: level D, hoppings T1 (neighbour) and T2 (second neighbour).
Leads: level E_LEAD, hopping H_LEAD, coupling V to the end layers.
Energies in eV from the Fermi level; A is the layer spacing in nm.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge

A = 0.21
D, T1, T2 = 6.4, -3.7, 1.0
E_LEAD, H_LEAD, V = 1.0, -1.5, 1.0
TEMPERATURE = 300.0
BIAS = 0.010


def barrier_matrix(n, t1=T1):
    """Hamiltonian of the isolated barrier."""
    h = D * np.eye(n)
    for shift, hop in ((1, t1), (2, T2)):
        h = h + hop * (np.eye(n, k=shift) + np.eye(n, k=-shift))
    return h


def scatter(n, energy=0.0, t1=T1):
    """Direct wave matching; returns transmission and reflection."""
    theta = np.arccos((energy - E_LEAD) / (2 * H_LEAD))
    phase = np.exp(1j * theta)
    m = np.zeros((n + 2, n + 2), complex)
    rhs = np.zeros(n + 2, complex)
    m[1:-1, 1:-1] = energy * np.eye(n) - barrier_matrix(n, t1)
    m[0, 0] = energy - E_LEAD - H_LEAD * phase
    m[0, 1] = -V
    rhs[0] = -(energy - E_LEAD) + H_LEAD / phase
    m[1, 0] = -V
    rhs[1] = V
    m[n, n + 1] = -V
    m[n + 1, n] = -V
    m[n + 1, n + 1] = energy - E_LEAD - H_LEAD * phase
    x = np.linalg.solve(m, rhs)
    return abs(x[-1]) ** 2, abs(x[0]) ** 2


def transmission(n, energy=0.0, t1=T1):
    return scatter(n, energy, t1)[0]


def complex_k(t1=T1, energy=0.0):
    """Derived closed form for (q, kappa) per layer."""
    u = -t1 / (4 * T2)
    w = (D - energy - 2 * T2) / (4 * T2)
    cos2 = (1 + w - np.sqrt((1 + w) ** 2 - 4 * u * u)) / 2
    return np.arccos(np.sign(u) * np.sqrt(cos2)), np.arcsinh(np.sqrt(w - cos2))


def recover(values):
    """(q, kappa) per layer from six successive transmissions."""
    y = np.asarray(values) / values[0]
    hankel = np.array([y[i:i + 3] for i in range(3)])
    c = np.linalg.solve(hankel, y[3:6])
    roots = np.roots([1, -c[2], -c[1], -c[0]])
    z = roots[np.argmax(roots.imag)]
    return np.angle(z) / 2, -np.log(abs(z)) / 2


# Complex wavevectors: closed form against roots of the bulk equation.
q, kappa = complex_k()
for hop in (T1, -T1):
    lam = np.roots([T2, hop, D, hop, T2])
    found = np.sort_complex(np.round(-1j * np.log(lam), 9))
    qq, kk = complex_k(hop)
    expected = np.sort_complex(np.round(
        np.array([s * qq + 1j * p * kk for s in (1, -1) for p in (1, -1)]), 9))
    assert np.allclose(found, expected, atol=1e-7)
grid = np.linspace(0, np.pi, 20001)
band_edge = np.min(D + 2 * T1 * np.cos(grid) + 2 * T2 * np.cos(2 * grid))
assert abs(band_edge - (D - 2 * T2 - T1 ** 2 / (4 * T2))) < 1e-6
assert band_edge > 0

# Flux conservation where transmission is not small.
for n in range(1, 6):
    assert abs(sum(scatter(n)) - 1) < 1e-11

# Closed form for the transmission, without any fitted quantity.
theta0 = np.arccos(-E_LEAD / (2 * H_LEAD))
sigma = V ** 2 * np.exp(1j * theta0) / H_LEAD
gamma = -2 * sigma.imag
rho = np.exp(-kappa)
r_squared = np.sinh(kappa) ** 2 + np.sin(q) ** 2
delta = np.arctan2(np.sin(q) * np.cosh(kappa), np.cos(q) * np.sinh(kappa))
prefactor = (16 * gamma ** 2 * T2 ** 2 * rho ** 6 * np.sinh(kappa) ** 2 * r_squared
             / (np.sin(q) ** 2 * abs(T2 + rho ** 2 * sigma) ** 4))


def closed_form(n):
    return prefactor * rho ** (2 * n) * np.sin(q * (n + 1) - delta) ** 2


layers = np.arange(5, 15)
t_exact = np.array([transmission(n) for n in layers])
t_formula = closed_form(layers)
deviation = abs(t_exact - t_formula) / (prefactor * rho ** (2.0 * layers))
scaled_deviation = deviation / rho ** (2.0 * layers)
assert np.max(deviation[5:]) < 1e-3
# The error must fall as exp(-2 kappa N): its scaled size stays bounded.
assert np.max(scaled_deviation[5:]) < 3 * np.max(scaled_deviation[:5])

# Recovery of q and kappa from thickness data alone.
recovered = {s: recover([transmission(n) for n in range(s, s + 6)]) for s in (6, 9, 12)}
errors = {s: abs(recovered[s][0] - q) for s in recovered}
assert errors[9] < 5e-3 and abs(recovered[9][1] - kappa) < 5e-3
assert errors[12] < 0.05 * errors[6]
q_rec, kappa_rec = recovered[9]

# Cruder reading: mean spacing of dips once the exponential is removed.
long_run = np.arange(6, 37)
flat = np.array([transmission(n) for n in long_run]) * np.exp(2 * kappa_rec * long_run)
dips = [int(long_run[i]) for i in range(1, len(flat) - 1)
        if flat[i] < flat[i - 1] and flat[i] < flat[i + 1]]
dip_period = (dips[-1] - dips[0]) / (len(dips) - 1)
# Each dip lies within half a layer of a true zero.
assert abs(dip_period - np.pi / q) <= 1 / (len(dips) - 1)

# Folding: q and pi - q give identical whole-layer data.
q_folded = complex_k(-T1)[0]
assert abs(q_folded - (np.pi - q)) < 1e-10
for n in layers:
    assert abs(transmission(n, t1=-T1) / transmission(n) - 1) < 1e-7


def green_transmission(n, two_channels):
    """Green function route; optional second right lead on layer N - 1."""
    m = -barrier_matrix(n).astype(complex)
    m[0, 0] -= sigma
    m[-1, -1] -= sigma
    if two_channels:
        m[-2, -2] -= sigma
    source = np.zeros(n)
    source[0] = 1
    g = np.linalg.solve(m, source)
    total = abs(g[-1]) ** 2 + (abs(g[-2]) ** 2 if two_channels else 0)
    return gamma ** 2 * total


def contrast(two_channels):
    """B/A of A + B cos(2 q N + phi) after removing the exponential."""
    n = np.arange(12, 31)
    y = np.array([green_transmission(i, two_channels) for i in n]) * np.exp(2 * kappa * n)
    basis = np.column_stack([np.ones(len(n)), np.cos(2 * q * n), np.sin(2 * q * n)])
    fit = np.linalg.lstsq(basis, y, rcond=None)[0]
    assert np.max(abs(basis @ fit - y)) < 1e-4 * fit[0]
    return np.hypot(fit[1], fit[2]) / fit[0]


for n in (3, 8, 12):
    assert abs(green_transmission(n, False) / transmission(n) - 1) < 1e-8
contrast_one, contrast_two = contrast(False), contrast(True)
assert abs(contrast_one - 1) < 1e-4
assert contrast_two < 0.99
q_two = recover([green_transmission(n, True) for n in range(12, 18)])[0]
assert abs(q_two - q) < 1e-3

# Effects left out of the sharp-energy, flat-layer model.
nodes, weights = np.polynomial.legendre.leggauss(80)
kt = k_boltzmann * TEMPERATURE / e_charge
e_thermal = 12 * kt * nodes
w_thermal = 12 * kt * weights / (4 * kt * np.cosh(e_thermal / (2 * kt)) ** 2)
assert abs(w_thermal.sum() - 1) < 1e-4
# Free transverse motion of equal mass: longitudinal energy is -e_transverse.
e_max = 2 * abs(H_LEAD) - E_LEAD
e_transverse = e_max * (nodes + 1) / 2
w_transverse = e_max * weights / 2


def thermal(n):
    return sum(w * transmission(n, x) for x, w in zip(e_thermal, w_thermal))


def transverse(n):
    return sum(w * transmission(n, -x) for x, w in zip(e_transverse, w_transverse))


def rough(n):
    return (transmission(n - 1) + 2 * transmission(n) + transmission(n + 1)) / 4


def dip_ratio(function, n=9):
    """Transmission at a dip over the geometric mean of its neighbours."""
    return function(n) / np.sqrt(function(n - 1) * function(n + 1))


ratios = [dip_ratio(f) for f in (transmission, thermal, transverse, rough)]
assert min(ratios[1:]) > ratios[0]
q_rough = recover([rough(n) for n in range(12, 18)])[0]
assert abs(q_rough - q) < 1e-3
q_thermal = recover([thermal(n) for n in range(9, 15)])[0]
q_transverse = recover([transverse(n) for n in range(9, 15)])[0]
field = BIAS / (9 * A * 1e-7) / 1e6

print(f"layer spacing a = {A:.2f} nm")
print(f"barrier D, t1, t2 = {D:.1f}, {T1:.1f}, {T2:.1f} eV")
print(f"lead level, hopping, coupling = {E_LEAD:.1f}, {H_LEAD:.1f}, {V:.1f} eV")
print(f"barrier band edge above Fermi level = {band_edge:.4f} eV")
print(f"u, w = {-T1/(4*T2):.4f}, {(D-2*T2)/(4*T2):.4f}")
print(f"q a = {q:.5f} rad, kappa a = {kappa:.5f}")
print(f"q = {q/A:.4f} 1/nm, kappa = {kappa/A:.4f} 1/nm")
print(f"period pi/q = {np.pi/q:.4f} layers = {np.pi*A/q:.4f} nm")
print(f"Sigma = {sigma.real:.4f} {sigma.imag:+.4f}i eV, Gamma = {gamma:.4f} eV")
print(f"R = {np.sqrt(r_squared):.5f}, delta = {delta:.5f} rad, F = {prefactor:.4f}")
print("N, d (nm), T matching, T formula, T exp(2 kappa d)")
for n, te, tf in zip(layers, t_exact, t_formula):
    print(f"{n:2d} {n*A:.2f} {te:.4e} {tf:.4e} {te*np.exp(2*kappa*n):.4f}")
print(f"error/envelope at N=5: {deviation[0]:.2e}, at N=10: {deviation[5]:.2e}")
for s in recovered:
    print(f"recovered from N={s}..{s+5}: q = {recovered[s][0]/A:.5f} 1/nm, "
          f"kappa = {recovered[s][1]/A:.5f} 1/nm")
print(f"recovered period (N=9..14) = {np.pi*A/q_rec:.4f} nm")
print(f"wrong reading 2 pi/period = {2*q_rec/A:.4f} 1/nm")
print("dips at N =", *dips)
print(f"mean dip spacing = {dip_period:.4f} layers = {dip_period*A:.4f} nm")
print(f"q from dip spacing = {np.pi/(dip_period*A):.4f} 1/nm")
print(f"folded partner pi/a - q = {q_folded/A:.4f} 1/nm")
print(f"period of folded partner = {np.pi*A/q_folded:.4f} nm")
print(f"contrast B/A, one right channel = {contrast_one:.5f}")
print(f"contrast B/A, two right channels = {contrast_two:.5f}")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {kt:.5f} eV")
print("dip ratio T9/sqrt(T8 T10):")
for name, value in zip(("sharp", "thermal", "transverse average", "rough"), ratios):
    print(f"  {name}: {value:.4f}")
print(f"apparent q, thermal (N=9..14) = {q_thermal/A:.4f} 1/nm")
print(f"apparent q, transverse average (N=9..14) = {q_transverse/A:.4f} 1/nm")
print(f"apparent q, rough layers (N=12..17) = {q_rough/A:.4f} 1/nm")
print(f"field at {BIAS*1000:.0f} mV across 9 layers = {field:.4f} MV/cm")
print("verified")
```

Output:

```
layer spacing a = 0.21 nm
barrier D, t1, t2 = 6.4, -3.7, 1.0 eV
lead level, hopping, coupling = 1.0, -1.5, 1.0 eV
barrier band edge above Fermi level = 0.9775 eV
u, w = 0.9250, 1.1000
q a = 0.73216 rad, kappa a = 0.68473
q = 3.4865 1/nm, kappa = 3.2606 1/nm
period pi/q = 4.2908 layers = 0.9011 nm
Sigma = -0.2222 -0.6285i eV, Gamma = 1.2571 eV
R = 0.99686, delta = 0.98637 rad, F = 0.6026
N, d (nm), T matching, T formula, T exp(2 kappa d)
 5 1.05 4.4019e-05 4.3919e-05 0.0414
 6 1.26 1.1483e-04 1.1483e-04 0.4252
 7 1.47 4.0349e-05 4.0350e-05 0.5876
 8 1.68 4.1607e-06 4.1607e-06 0.2383
 9 1.89 7.2477e-09 7.2474e-09 0.0016
10 2.10 3.3925e-07 3.3925e-07 0.3006
11 2.31 1.7240e-07 1.7240e-07 0.6008
12 2.52 2.6675e-08 2.6675e-08 0.3657
13 2.73 2.8674e-10 2.8674e-10 0.0155
14 2.94 8.3084e-10 8.3084e-10 0.1762
error/envelope at N=5: 1.56e-04, at N=10: 2.42e-07
recovered from N=6..11: q = 3.48650 1/nm, kappa = 3.26053 1/nm
recovered from N=9..14: q = 3.48649 1/nm, kappa = 3.26061 1/nm
recovered from N=12..17: q = 3.48649 1/nm, kappa = 3.26061 1/nm
recovered period (N=9..14) = 0.9011 nm
wrong reading 2 pi/period = 6.9730 1/nm
dips at N = 9 13 18 22 26 30 35
mean dip spacing = 4.3333 layers = 0.9100 nm
q from dip spacing = 3.4523 1/nm
folded partner pi/a - q = 11.4735 1/nm
period of folded partner = 0.2738 nm
contrast B/A, one right channel = 1.00000
contrast B/A, two right channels = 0.94236
temperature = 300 K, kT = 0.02585 eV
dip ratio T9/sqrt(T8 T10):
  sharp: 0.0061
  thermal: 0.0131
  transverse average: 0.4711
  rough: 0.6985
apparent q, thermal (N=9..14) = 3.4706 1/nm
apparent q, transverse average (N=9..14) = 3.4628 1/nm
apparent q, rough layers (N=12..17) = 3.4865 1/nm
field at 10 mV across 9 layers = 0.0529 MV/cm
verified
```
